**Primitive relaxation time in the coupling model**

The program tests $\tau_0=t_c^{\,n}\tau^{1-n}$, where $n$ is the coupling exponent, $t_c$ the crossover time, $\tau$ the time in the stretched exponential and $\tau_0$ the primitive relaxation time. It solves the continuity condition at $t_c$ by bisection and asserts agreement with the formula for five values of $n$ between 0.3 and 0.7. For $n=0.5$, $t_c=2$ ps and $\tau=100$ s, both routes give 14.14 µs. Further assertions cover the inverse relation, the jump of the relaxation rate at $t_c$, the continuous-rate convention, the sensitivity to $n$, the mean time and the loss peaks. The temperature estimate is compared with a Vogel–Fulcher–Tammann law of the same fragility, and the waiting time with a numerical root. The output shows that changing $n$ by 0.05 changes $\tau_0$ by a factor of 4.84, more than any of the other variations printed.

## Check in Python

```python
"""Coupling model of glassy relaxation: test of tau0 = tc**n * tau**(1-n).

The normalised correlation function is exp(-t/tau0) for t < tc and
exp(-(t/tau)**(1-n)) for t > tc, with a continuous value at tc.
n    : coupling exponent (dimensionless)
tc   : crossover time (s)
tau  : structural relaxation time in the stretched exponential (s)
tau0 : primitive relaxation time (s)
"""
import math
import mpmath as mp
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfcx

mp.mp.dps = 40


def primitive_time(n, tc, tau):
    """Derived formula."""
    return tc**n * tau**(1 - n)


def primitive_time_by_matching(n, tc, tau):
    """Bisection for the tau0 that makes the correlation continuous at tc."""
    target = mp.exp(-(mp.mpf(tc) / mp.mpf(tau))**(1 - mp.mpf(n)))
    low, high = mp.mpf(-14), mp.mpf(4)      # log10 of tau0 in seconds
    for _ in range(80):
        middle = (low + high) / 2
        if mp.exp(-mp.mpf(tc) / mp.mpf(10)**middle) < target:
            low = middle
        else:
            high = middle
    return float(mp.mpf(10)**((low + high) / 2))


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


n, tc, tau = 0.5, 2e-12, 100.0
tau0 = primitive_time(n, tc, tau)

# Main result, also for exponents where tc and tau have unequal weights
for n_test in (0.3, 0.45, 0.5, 0.55, 0.7):
    assert close(primitive_time_by_matching(n_test, tc, tau),
                 primitive_time(n_test, tc, tau), 1e-10)
assert abs(tau0 - 14e-6) < 0.5e-6

# Inverse relation, starting from the rounded primitive time
tau0_rounded = 14e-6
tau_back = (tc**(-n) * tau0_rounded)**(1 / (1 - n))
assert close(primitive_time_by_matching(n, tc, tau_back), tau0_rounded, 1e-10)

# Jump of the relaxation rate at tc, from one-sided finite differences
for n_test in (0.3, 0.5):
    t_cross, t_slow = mp.mpf(tc), mp.mpf(tau)
    t_fast = mp.mpf(primitive_time_by_matching(n_test, tc, tau))
    step = t_cross * mp.mpf("1e-8")

    def log_fast(t):
        return mp.log(mp.exp(-t / t_fast))

    def log_slow(t):
        return mp.log(mp.exp(-(t / t_slow)**(1 - mp.mpf(n_test))))

    rate_before = (log_fast(t_cross - step) - log_fast(t_cross)) / step
    rate_after = (log_slow(t_cross) - log_slow(t_cross + step)) / step
    assert close(float(rate_after / rate_before), 1 - n_test, 1e-6)
rate_ratio = float(rate_after / rate_before)

# Convention with a continuous rate: the integrated rate must be 1 at tau
for n_test in (0.3, 0.5):
    tau0_rate = primitive_time(n_test, tc, tau) / (1 - n_test)
    late_part = quad(
        lambda u: math.exp(u) * (math.exp(u) / tc)**(-n_test) / tau0_rate,
        math.log(tc), math.log(tau), epsabs=1e-11, limit=200)[0]
    assert abs(tc / tau0_rate + late_part - 1) < 1e-6

# Sensitivity to the coupling exponent
dn = 1e-4
slope_numeric = (math.log(primitive_time_by_matching(n + dn, tc, tau))
                 - math.log(primitive_time_by_matching(n - dn, tc, tau))) / (2 * dn)
slope_formula = math.log(tc / tau)
assert close(slope_numeric, slope_formula, 1e-7)

# Mean time of the stretched exponential, in units of tau
mean_ratio = math.gamma(1 / (1 - n)) / (1 - n)
mean_numeric = quad(lambda s: math.exp(-s**(1 - n)), 0, 2500, limit=500)[0]
assert close(mean_numeric, mean_ratio, 1e-6)
tau0_if_mean = primitive_time(n, tc, tau / mean_ratio)


# Loss peak of the stretched exponential with exponent one half
def stretched_loss(w):
    root = np.sqrt(1j * w)
    return -(math.sqrt(math.pi) / (2 * root) * erfcx(1 / (2 * root))).imag


def stretched_loss_by_quadrature(w):
    return quad(lambda x: math.exp(-x) * math.sin(w * x * x),
                0, 30, epsabs=1e-10, limit=2000)[0]


for w in (0.3, 0.8, 2.0):
    assert abs(stretched_loss(w) - stretched_loss_by_quadrature(w)) < 1e-7
peak = minimize_scalar(lambda u: -stretched_loss(math.exp(u)),
                       bounds=(-3, 3), method="bounded",
                       options={"xatol": 1e-9})
w_peak = math.exp(peak.x)
top = stretched_loss_by_quadrature(w_peak)
assert top > stretched_loss_by_quadrature(0.95 * w_peak)
assert top > stretched_loss_by_quadrature(1.05 * w_peak)
tau0_if_peak = primitive_time(n, tc, tau * w_peak)

# Loss peak of a simple exponential process lies at angular frequency 1/tau0
debye = minimize_scalar(
    lambda w: -quad(lambda x: math.exp(-x) * math.sin(w * x), 0, 50,
                    epsabs=1e-12, limit=300)[0],
    bounds=(0.3, 3), method="bounded", options={"xatol": 1e-7})
assert abs(debye.x - 1) < 1e-3
primitive_frequency = 1 / (2 * math.pi * tau0)

# Temperature error of 1 K, compared with a Vogel-Fulcher-Tammann law
# that has the same fragility and a prefactor of 1e-14 s
Tg, fragility, dT = 250.0, 80.0, 1.0
log_shift = fragility * (Tg / (Tg + dT) - 1)
decades = math.log10(tau / 1e-14)
gap = decades * Tg / fragility
tau_vft = 1e-14 * 10**(decades * gap / (gap + dT))
assert abs(math.log10(tau_vft / tau) - log_shift) < 0.01
tau_warm = tau * 10**log_shift
tau0_warm = primitive_time(n, tc, tau_warm)
# 2 percent covers the curvature of the Vogel-Fulcher-Tammann law over 1 K
assert close(primitive_time_by_matching(n, tc, tau_vft), tau0_warm, 0.02)

# Waiting time until 1 percent of a small departure from equilibrium remains
wait = tau * math.log(100)**(1 / (1 - n))
wait_numeric = brentq(lambda t: math.exp(-(t / tau)**(1 - n)) - 0.01, 1, 1e5)
assert close(wait_numeric, wait, 1e-8)

# Size of the decay at the crossover and at the primitive time
decay_tc = float(1 - mp.exp(-(mp.mpf(tc) / tau)**(1 - mp.mpf(n))))
decay_tau0 = -math.expm1(-(tau0 / tau)**(1 - n))
assert close(decay_tc, tc / tau0, 1e-6)

us = 1e6
print(f"coupling exponent n: {n:.2f}")
print(f"crossover time tc: {tc*1e12:.1f} ps")
print(f"structural time tau: {tau:.1f} s")
print(f"product tc*tau: {tc*tau:.3e} s^2")
print(f"primitive time, formula: {tau0:.4e} s = {tau0*us:.2f} us")
print(f"primitive time, matching: "
      f"{primitive_time_by_matching(n, tc, tau)*us:.2f} us")
print(f"tau recovered from 14 us: {tau_back:.1f} s")
print(f"ratio tau/tau0: {tau/tau0:.3e}")
print(f"primitive loss-peak frequency: {primitive_frequency/1e3:.2f} kHz")
print(f"fraction decayed at tc: {decay_tc:.3e}")
print(f"fraction decayed at tau0: {decay_tau0:.3e}")
print(f"rate after tc / rate before tc: {rate_ratio:.3f}")
print(f"tau0, continuous-rate convention: {tau0/(1-n)*us:.2f} us")
print(f"d ln(tau0)/dn: {slope_formula:.2f}")
print(f"tau0 for n = 0.45: {primitive_time(0.45, tc, tau)*us:.2f} us")
print(f"tau0 for n = 0.55: {primitive_time(0.55, tc, tau)*us:.2f} us")
print(f"factor in tau0 for 0.05 in n: {math.exp(-0.05*slope_formula):.2f}")
print(f"tau0 for tc = 1 ps: {primitive_time(n, 1e-12, tau)*us:.2f} us")
print(f"mean time / tau: {mean_ratio:.3f}")
print(f"tau0 if 100 s is the mean time: {tau0_if_mean*us:.2f} us")
print(f"loss-peak angular frequency * tau: {w_peak:.4f}")
print(f"tau0 if 100 s is 1/(peak ang. freq.): {tau0_if_peak*us:.2f} us")
print(f"glass transition temperature, rough: {Tg:.0f} K")
print(f"fragility, rough: {fragility:.0f}")
print(f"temperature error: {dT:.1f} K")
print(f"change of log10(tau) on warming: {log_shift:.3f}")
print(f"tau after warming: {tau_warm:.1f} s")
print(f"tau0 after warming, n fixed: {tau0_warm*us:.2f} us")
print(f"wait until 1 percent remains: {wait:.0f} s = {wait/60:.1f} min")
print("success")
```

Printed output:

```
coupling exponent n: 0.50
crossover time tc: 2.0 ps
structural time tau: 100.0 s
product tc*tau: 2.000e-10 s^2
primitive time, formula: 1.4142e-05 s = 14.14 us
primitive time, matching: 14.14 us
tau recovered from 14 us: 98.0 s
ratio tau/tau0: 7.071e+06
primitive loss-peak frequency: 11.25 kHz
fraction decayed at tc: 1.414e-07
fraction decayed at tau0: 3.760e-04
rate after tc / rate before tc: 0.500
tau0, continuous-rate convention: 28.28 us
d ln(tau0)/dn: -31.54
tau0 for n = 0.45: 68.46 us
tau0 for n = 0.55: 2.92 us
factor in tau0 for 0.05 in n: 4.84
tau0 for tc = 1 ps: 10.00 us
mean time / tau: 2.000
tau0 if 100 s is the mean time: 10.00 us
loss-peak angular frequency * tau: 0.7370
tau0 if 100 s is 1/(peak ang. freq.): 12.14 us
glass transition temperature, rough: 250 K
fragility, rough: 80
temperature error: 1.0 K
change of log10(tau) on warming: -0.319
tau after warming: 48.0 s
tau0 after warming, n fixed: 9.80 us
wait until 1 percent remains: 2121 s = 35.3 min
success
```
